# Why screening makes tight-binding LMTO structure constants short ranged

**Question.** In the LMTO method the coupling between atoms enters through a structure matrix $S$. For envelope functions of zero kinetic energy its elements fall off only as powers of the distance. The tight-binding form of the method uses instead

$$S^\alpha=S(1-\alpha S)^{-1},\qquad \alpha_s=0.3485,\quad \alpha_p=0.0530,\quad \alpha_d=0.0107 .$$

Why does this algebraic change shorten the range, is it enough that it removes the singularity at small $k$, and how fast is the decay on a bcc lattice?

**Answer.**

**The long range is electrostatic**

Lengths are measured in the Wigner-Seitz radius $w$, so the cell volume is $\Omega=4\pi/3$. With $L=(l,m)$, $l\le 2$ and real harmonics, the irregular and regular solutions of Laplace's equation are

$$K_L=r^{-l-1}Y_L,\qquad J_L=\frac{r^l}{2(2l+1)}Y_L .$$

$K_L$ is the potential of a multipole. Around any other site $i$ it is regular, and its expansion defines $S$:

$$K_{jL}=-\sum_{L'}J_{iL'}\,S_{iL',jL}.$$

For two $s$ functions at distance $R$, the value at site $i$ gives $Y_0/R=-\tfrac12Y_0S_{ss}$, so $S_{ss}=-2/R$. This is a Coulomb interaction. Higher multipoles give $R^{-(l+l'+1)}$, at most $R^{-5}$.

To see this range in $k$ space, let $\mathcal Y_L(\mathbf r)=r^lY_L$ be the solid harmonic. Two identities are needed: $K_L=\frac{(-1)^l}{(2l-1)!!}\mathcal Y_L(\nabla)\frac1r$, and the coefficient of $\mathcal Y_{L'}$ in a harmonic function $f$ is $\frac{4\pi}{(2l'+1)!!}\mathcal Y_{L'}(\nabla)f(0)$. Since $J_{L'}$ carries $1/[2(2l'+1)]$, this coefficient must be multiplied by $-2(2l'+1)$ to give $S$:

$$S_{L'L}=\frac{-8\pi(-1)^l}{(2l'-1)!!\,(2l-1)!!}\,\mathcal Y_{L'}(\nabla)\mathcal Y_L(\nabla)\frac1{|\mathbf r-\mathbf R|}\bigg|_{\mathbf r=0}.$$

In the Bloch sum $S(\mathbf k)=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}S(\mathbf R)$, the lattice sum of $1/|\mathbf r-\mathbf R|$ contains the plane waves $\frac{4\pi}{\Omega}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}/|\mathbf k+\mathbf G|^2$. Near $\mathbf k=0$ only $\mathbf G=0$ is singular. The rest, summed by Ewald's method with the $\mathbf R=0$ term removed, is an analytic matrix $A(\mathbf k)$. In the singular term $\nabla$ becomes $i\mathbf k$, $4\pi/\Omega=3$ and $(-1)^li^l=(-i)^l$, so

$$S(\mathbf k)=A(\mathbf k)-\frac{6}{k^2}\,uu^\dagger,\qquad u_L=\frac{i^l\sqrt{4\pi}\,\mathcal Y_L(\mathbf k)}{(2l-1)!!}.$$

Here $u_s=1$ and $u_z=i\sqrt3\,k_z$. The $ss$ element diverges as $-6/k^2$. The $zz$ element stays finite, but its singular part $-18k_z^2/k^2$ depends on direction. The three diagonal $p$ elements sum to zero because $\nabla^2(1/r)=0$ away from the source. Hence $-18+3A_{zz}(0)=0$ and $A_{zz}(0)=6$. The limit of $S_{zz}$ is therefore $-12$ for $\mathbf k$ along [001] and $0$ along [111]. An exponentially decaying matrix has an analytic Bloch sum, so $S$ cannot decay exponentially.

**What the screening does in real space**

Superpose the multipoles as $K^\alpha=K(1+\alpha S^\alpha)$, a matrix product over sites and $L$. Around any site, the function's own multipole and the tails from all other sites give

$$K-J\,S(1+\alpha S^\alpha),\quad\text{with } K \text{ there only for the function's own site.}$$

To this is added $K\alpha S^\alpha$ from the screening multipoles on the site itself. Now

$$1+\alpha S^\alpha=\big[(1-\alpha S)+\alpha S\big](1-\alpha S)^{-1}=(1-\alpha S)^{-1},$$

so $S(1+\alpha S^\alpha)=S^\alpha$, and the tail at another site is $-(J-\alpha K)S^\alpha$. Its component $l$ vanishes where $r^l/[2(2l+1)]=\alpha_lr^{-l-1}$, that is, at

$$a_l=\big[2(2l+1)\alpha_l\big]^{1/(2l+1)} .$$

For $s$ this is $2\times0.3485=0.697$. For $p$ and $d$ it is $0.318^{1/3}=0.683$ and $0.107^{1/5}=0.640$. Each multipole is thus surrounded by spheres that behave, for $l\le2$, like grounded conductors. The charges induced on them cancel its far field. Tail components with $l\ge3$ are not forced to vanish.

**Why the singularity at $k=0$ disappears**

Write $1-\alpha S=\alpha(\alpha^{-1}-S)$ and $S=\alpha^{-1}-(\alpha^{-1}-S)$. Then

$$S^\alpha=-\alpha^{-1}+\alpha^{-1}(\alpha^{-1}-S)^{-1}\alpha^{-1}.$$

With $B=\alpha^{-1}-A$, applying the inverse to a vector $f$ means solving $(B+6uu^\dagger/k^2)x=f$. Introducing $\xi=6u^\dagger x/k^2$ removes the denominator:

$$Bx+u\xi=f,\qquad u^\dagger x-\frac{k^2}{6}\xi=0 .$$

All coefficients are now analytic in $\mathbf k$ (for complex $\mathbf k$, the polynomials in $u^\dagger$ are continued without conjugating $\mathbf k$). The solution is analytic at $k=0$ if the system is invertible there, which the positivity result below ensures.

At $k=0$, $u$ is the unit vector $e_s$, so the second equation forces $x_s=0$. The inverse then has no $s$ row or column, and

$$S^\alpha(0)\,e_s=-e_s/\alpha_s,\qquad S^\alpha_{ss}(0)=-1/0.3485=-2.8694 .$$

Equivalently $1+\alpha_s\sum_{\mathbf R}S^\alpha_{ss}(\mathbf R)=0$: the monopole and its screening charges add up to zero.

The $p$ element shows that the dependence on direction has gone too. At $k=0$, parity and cubic symmetry leave $p_z$ uncoupled in $B$, with $B_{zz}=1/0.0530-6=18.868-6=12.868$. Therefore

$$S^\alpha_{zz}(0)=-18.868+\frac{18.868^2}{12.868}=8.798 .$$

Evaluating the Ewald sum at $k=10^{-4}/w$ gives 8.798 along both [001] and [111].

**Why that alone is not enough**

Exponential decay needs $S^\alpha(\mathbf k)$ to be analytic at every real $\mathbf k$, so $\alpha^{-1}-S(\mathbf k)$ must not become singular anywhere. Electrostatics shows when this holds.

Replace each multipole by a charged shell of radius $a_l$, with potential $K_L$ outside and $J_L/\alpha_l$ inside. The two agree at $a_l$ by the definition of $a_l$. The jump in slope there corresponds to a surface charge $(2l+1)a_l^{-l-2}Y_L$, in units where charge equals $-\nabla^2\phi$. For amplitudes $x$, the field energy $\int|\nabla\phi|^2=\int\phi\,\sigma$ has two parts.

- Self term: $a_l^2\,(2l+1)a_l^{-l-2}\,a_l^{-l-1}=(2l+1)/a_l^{2l+1}=1/(2\alpha_l)$.
- Mutual term, with potential $-J_{L'}S_{L'L}$ at the other shell: $a_{l'}^2\,(2l'+1)a_{l'}^{-l'-2}\cdot\big(-a_{l'}^{l'}/[2(2l'+1)]\big)S_{L'L}=-\tfrac12S_{L'L}$.

Hence

$$\int|\nabla\phi|^2=\tfrac12\,x^\dagger(\alpha^{-1}-S)x\ge0 .$$

For Bloch waves this is an energy per cell, with $\mathbf k\ne0$. The mutual term assumes that shells on different sites do not overlap. The largest allowed radius is therefore half the nearest-neighbour distance, $t=0.8794$ on bcc. Let $\alpha_t$ be the screening constants of these touching spheres. Since $\alpha_t^{-1}-S\ge0$,

$$\alpha^{-1}-S\;\ge\;\alpha^{-1}-\alpha_t^{-1}>0 .$$

In scaled form, the eigenvalues of $1-\sqrt\alpha S\sqrt\alpha$ are at least the smallest of $1-(a_l/t)^{2l+1}$. This is the $s$ value, $1-0.697/0.8794=0.207$.

On a mesh of 512 $k$ points supplemented by the symmetry points H, P and N, the lowest eigenvalue is 0.3015. It agrees with the $s$ state at H, where cubic symmetry decouples $s$ from $p$ and $d$: $S_{ss}(\mathrm H)=2.0043$ and $1-0.3485\times2.0043=0.3015$.

The bound also settles the point left open at $k=0$. For vectors with $u^\dagger x=0$ the singular term drops out, so $x^\dagger Bx$ is positive, and this survives the limit $k\to0$. If $f=0$ there, then $u^\dagger x=0$ and $x^\dagger Bx=-x^\dagger u\,\xi=0$. This gives $x=0$ and then $\xi=0$, so the system is invertible.

A counterexample shows that the condition matters. Screen only $s$, with $\alpha_s=0.6$. The limit at $k=0$ is still finite, $-1/0.6$. But $1-\alpha_sS_{ss}$ is positive near $k=0$ and equals $1-0.6\times2.0043=-0.203$ at H. It crosses zero at $k_z=2.08/w$, where $S^\alpha$ has a pole. An exponentially decaying matrix would have a bounded Bloch sum, so the decay is lost. The corresponding spheres, of radius $1.2$, overlap. Non-overlap is a sufficient condition; the argument does not show that it is necessary.

**From analyticity to a decay rate**

$S^\alpha(\mathbf k)$ is periodic and analytic on the whole real zone, hence also in a strip of finite width around it. In

$$S^\alpha(\mathbf R)=\frac{\Omega}{(2\pi)^3}\int_{\rm BZ}S^\alpha(\mathbf k)\,e^{-i\mathbf k\cdot\mathbf R}\,d^3k$$

the contour can be moved to $\mathbf k-i\kappa\hat{\mathbf R}$ inside the strip. The side contributions cancel by periodicity, and a factor $e^{-\kappa R}$ appears. So $|S^\alpha(\mathbf R)|\le Ce^{-\kappa R}$.

The limit on $\kappa$ comes from complex zeros of $\det(\alpha^{-1}-S)$. Their imaginary part gives a rate and their real part an oscillation. With $s$ screening alone and $\alpha_s=0.3485$, a numerical search along complex $k_z$ finds a zero at $(2.049+1.546i)/w$. Sums of $S^\alpha_{ss}$ over whole (001) planes, fitted to a damped oscillation on planes 6 to 9, give the same wavenumber and rate.

With $s$, $p$ and $d$ all screened, take the plane sums of $\sqrt\alpha S^\alpha\sqrt\alpha$ and measure each by the root of the sum of squares of its elements. This norm falls from $5.48\times10^{-7}$ on plane 6 to $1.30\times10^{-15}$ on plane 12. The planes are $1.0155\,w$ apart, so the mean rate is $19.86/(6\times1.0155)=3.26/w$, about twice the $s$-only rate. From plane 3 to plane 6 the logarithm drops by 7.95. A pure exponential would double this drop at the next doubling of distance, and a power law would repeat it. The actual ratio is 2.5. The decay also oscillates, so the drop between two planes depends on where they fall in the oscillation; 3.26 is a mean over this range, not the asymptotic rate. The nearest zeros found along complex $k_z$ lie at $2.99i/w$ and $(1.76+3.02i)/w$. The second supplies the oscillation, and the plane sums decay asymptotically at about $3.0/w$.

**The bcc cluster**

A spherical cluster of 537 sites, with radius $8.12\,w$ and nine orbitals per site, gives $S^\alpha$ for the central atom by solving the linear equations directly. The $ss$ elements are:

| Shell | $R/w$ | bare | screened |
|---|---:|---:|---:|
| 1 | 1.759 | −1.137 | −0.592 |
| 2 | 2.031 | −0.985 | −0.202 |
| 3 | 2.872 | −0.696 | −0.00002 |

The on-site element is 3.092. The first two shells, with 8 and 6 atoms, already nearly complete the neutrality sum: $3.092-8\times0.592-6\times0.202=-2.86$, against $-2.869$.

The whole $9\times9$ block is measured by the root of the sum of squares of $\sqrt\alpha S^\alpha\sqrt\alpha$. It falls from 0.373 on the first shell to 0.139 on the second and 0.00098 on the third. Further out the decay is uneven: the fifth shell (0.00087) exceeds the fourth (0.00047). A straight-line fit of the logarithm over 13 shells, out to $6.09\,w$, gives

$$\text{rate}\approx3.4/w,\qquad \text{decay length}\approx0.29\,w .$$

For a round value $w=3$ bohr the length is 0.87 bohr, or 0.046 nm. The fit uses the largest block at each distance, so it mixes directions, and its slope depends on the range: $3.8/w$ for 8 shells and $3.4/w$ for 22. It is an average over shells and is faster than the decay along the slowest direction given below. The rms scatter of the logarithm is 1.24, a factor of about 3.4. A power law $R^{-12.3}$ fits nearly as well, with scatter 1.36, so this fit alone does not establish the exponential form.

The trend with distance says more. Along [111], the effective power over successive doublings of distance rises from 8.7 to 14.4 for the screened blocks. For the bare blocks it falls from 1.26 to 1.05, towards the Coulomb value 1. A power law would have a constant exponent; exponential decay makes it grow. The zone integral with a shifted contour follows single directions further out. Along [111] the block norm falls at a steady $2.88/w$ from $7$ to $14\,w$, a decay length of $0.35\,w$. Along [001] the rate is $3.1$ to $3.2/w$ out to $12\,w$, and along [110] it is $3.1$ to $3.5/w$. Of these three directions the nearest-neighbour one, [111], has the longest range.

These numbers depend on geometry and on the chosen $\alpha$, not on a particular element. They describe the $l\le2$ structure matrix at zero interstitial kinetic energy. Another structure satisfies the non-overlap condition with the same constants if its nearest-neighbour distance exceeds $2\times0.697\,w=1.394\,w$, but its decay rate has to be calculated anew.
